# Screening in a two-dimensional electron gas is not Yukawa-like

Suppose that a charged impurity sits in a thin conducting layer, and that its screened potential is taken to be $e^{-q_s r}/r$, with a screening length $1/q_s$ of half a bohr. At 10 bohr this form gives $2.1\times10^{-10}$ hartree per unit impurity charge. The Thomas-Fermi theory of the same layer, with the same $q_s$, gives $2.4\times10^{-4}$ hartree, about a million times more. The ratio depends strongly on distance: it is about 200 at 5 bohr and about $10^{14}$ at 20 bohr. Within Thomas-Fermi theory, an estimate of the interaction of two weak impurities built on the exponential form is too small by the ratio at their separation, if they are more than about 1.2 bohr apart. The sign can be wrong too: for the density used below, one electron per $\pi$ square bohr, the linear response of the electrons, treated as waves, makes the potential negative at 5 bohr, which no Yukawa form with a positive prefactor allows.

## The counter-example: one charge in one layer

**The model.** The electrons form a uniform layer of zero thickness in the plane $z=0$, at zero temperature, with a neutralizing background and vacuum on both sides. They have effective mass 1 and two spin states. A weak static charge $Z>0$ sits in the plane at $r=0$. Hartree atomic units are used. $V(r)$ is the electrostatic potential in the plane, so an electron has potential energy $-V$. Numbers are given for $Z=1$; since the response is linear, they are potentials per unit charge.

**The response.** In the Thomas-Fermi approximation each small region is a uniform gas with a common chemical potential $\mu$. A Fermi disc of radius $k_F$ holds

$$n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi}$$

electrons per unit area. The local Fermi energy is $k_F^2/2=\mu+V$, hence $n=(\mu+V)/\pi$. The excess density is $V/\pi$ and the induced charge density is

$$\sigma=-\frac{V}{\pi}=-\frac{q_s}{2\pi}V,\qquad q_s=2\pi\frac{dn}{d\mu}=2 .$$

The value of $q_s$ does not depend on the density, because the density of states in two dimensions is constant.

**Where the Yukawa argument breaks.** In a bulk gas the induced charge fills all of space. Local response then turns Poisson's equation into $\nabla^2V=\kappa^2V$ away from the impurity, and the decaying spherical solution is $e^{-\kappa r}/r$. In a layer the charge lies on a sheet, while the potential $\varphi(\mathbf r,z)$ fills all of space:

$$\nabla^2\varphi=-4\pi Z\,\delta(\mathbf r)\delta(z)+2q_s\,\delta(z)\,\varphi. \tag{1}$$

Above and below the sheet there is nothing to screen the field.

**Solving (1).** Take a Fourier component with in-plane wave vector $\mathbf q$. For $z\ne0$ it obeys $\varphi''=q^2\varphi$, and the solution that vanishes far away is $V(q)e^{-q|z|}$. Its slope jumps by $-2qV(q)$ at $z=0$. Integrating (1) across the sheet, this jump must equal $-4\pi Z+2q_sV(q)$. Therefore

$$V(q)=\frac{2\pi Z}{q+q_s}. \tag{2}$$

To return to real space, use $\int_0^{2\pi}e^{iqr\cos\theta}d\theta=2\pi J_0(qr)$:

$$\varphi(r,z)=Z\int_0^\infty \frac{q\,J_0(qr)\,e^{-q|z|}}{q+q_s}\,dq. \tag{3}$$

For $q_s=0$ this must be the potential of a bare charge, so $\int_0^\infty J_0(qr)e^{-qs}dq=(r^2+s^2)^{-1/2}$. Applying $-d/ds$ gives

$$\int_0^\infty qJ_0(qr)e^{-qs}dq=\frac{s}{(r^2+s^2)^{3/2}} .$$

Now write $1/(q+q_s)=\int_0^\infty e^{-(q+q_s)t}dt$ in (3) and do the $q$ integral first:

$$\varphi(r,z)=Z\int_0^\infty e^{-q_st}\,\frac{|z|+t}{\left[r^2+(|z|+t)^2\right]^{3/2}}\,dt. \tag{4}$$

In the plane,

$$V_{TF}(r)=Z\int_0^\infty\frac{t\,e^{-q_st}}{(r^2+t^2)^{3/2}}\,dt. \tag{5}$$

**The tail.** The function $(1+x)^{-3/2}$ is convex. For $x\ge0$ it therefore lies between its tangent $1-\tfrac32x$ and 1. Put $x=t^2/r^2$ and use $\int_0^\infty te^{-q_st}dt=1/q_s^2$ and $\int_0^\infty t^3e^{-q_st}dt=6/q_s^4$. Then

$$\frac{Z}{q_s^2r^3}\left[1-\frac{9}{(q_sr)^2}\right]\le V_{TF}(r)\le\frac{Z}{q_s^2r^3}. \tag{6}$$

The decay is a power law. At $r=10$ bohr the upper bound is $1/(4\times1000)=2.500\times10^{-4}$ hartree, and the lower one is $0.9775$ times that, or $2.444\times10^{-4}$. Numerical integration of (5) gives $2.447\times10^{-4}$ hartree, or 6.66 meV.

In the opposite limit, substitute $t=rx$ in (5). As $q_sr\to0$ the integral becomes $(Z/r)\int_0^\infty x(1+x^2)^{-3/2}dx=Z/r$, the bare potential. The length $1/q_s=0.5$ bohr (0.026 nm) marks the change from $1/r$ to $1/r^3$, not the start of an exponential.

## What the field lines do

The factor $e^{-q_st}$ in (4) limits $t$ to a few times $1/q_s$. At heights $|z|$ much larger than $1/q_s$, $t$ can be neglected beside $|z|$, and the leading term is

$$\varphi\simeq\frac{Z}{q_s}\,\frac{|z|}{(r^2+z^2)^{3/2}}. \tag{7}$$

On each side this is the field of a dipole pointing away from the layer. Lines leave the neighbourhood of the impurity, arch through the vacuum and come down on the layer far away. Close to the layer $t$ must be kept beside $|z|$ in the numerator of (4). For $r$ much larger than both $|z|$ and $1/q_s$ this gives $\varphi\simeq Z(|z|+1/q_s)/(q_sr^3)$, whose slope at $z=0^+$ is a downward field $Z/(q_sr^3)$ where the lines land.

The layer must carry the charge on which these lines end. By symmetry the slope just above the sheet is half the jump, so for $r>0$ equation (1) gives $\partial_z\varphi(0^+)=q_sV$. Dividing the landing field by $q_s$ gives $V=Z/(q_s^2r^3)$, the tail in (6). At 50 bohr the estimate $Z/(q_sr^3)$ is $4.000\times10^{-6}$ atomic units of field; the slope of (4), taken by a finite difference, gives $3.996\times10^{-6}$.

The same picture shows how slowly the charge is neutralized. The total charge density has Fourier component $qV(q)/2\pi$, which vanishes at $q=0$, so screening is complete in the end. The charge not yet compensated inside radius $R$ equals minus the induced charge outside it:

$$Q(R)=\int_R^\infty\frac{q_s}{2\pi}V_{TF}\,2\pi r\,dr\simeq\frac{Z}{q_sR}. \tag{8}$$

By Gauss's law $4\pi Q(R)$ is the flux through a tall cylinder of radius $R$, and that flux crosses the wall in the vacuum, since the layer has no thickness. At $R=10$ bohr the estimate is $0.050Z$, and numerical integration of the potential gives $0.0496Z$. In Thomas-Fermi theory, five per cent of the impurity's charge is still uncompensated there, after twenty screening lengths.

## The same electrons with the field lines confined

If escape from the plane causes the power law, preventing escape should remove it. Put walls at $z=\pm L/2$ that no field line crosses, so that $\partial_z\varphi=0$ there, and leave the electrons and their response unchanged. Expand $\varphi$ in normalized modes $u_n(z)$ across the slab, defined by

$$-u_n''+2q_s\delta(z)u_n=\kappa_n^2u_n,\qquad u_n'(\pm L/2)=0 .$$

The operator on the left is self-adjoint and positive, so the modes are complete and every $\kappa_n^2$ is positive. Odd modes vanish at the impurity and play no part. The even ones are proportional to $\cos[\kappa_n(L/2-|z|)]$, and the condition $u_n'(0^+)=q_su_n(0)$ gives

$$\kappa_n\tan(\kappa_nL/2)=q_s. \tag{9}$$

Projecting (1) on $u_n$ leaves a two-dimensional equation for the coefficient $c_n(r)$:

$$(\nabla_r^2-\kappa_n^2)c_n=-4\pi Zu_n(0)\delta(\mathbf r).$$

Since $(\nabla_r^2-\kappa^2)K_0(\kappa r)=-2\pi\delta(\mathbf r)$, the coefficient is $c_n=2Zu_n(0)K_0(\kappa_nr)$, and

$$V(r)=2Z\sum_nu_n(0)^2K_0(\kappa_nr). \tag{10}$$

At large argument $K_0(\kappa r)\simeq\sqrt{\pi/2\kappa r}\,e^{-\kappa r}$, so the decay is exponential, at the rate of the smallest $\kappa_n$. For $L=2$ bohr, (9) gives $\kappa_0=1.077$ per bohr. Summing (10) gives $2.6\times10^{-6}$ hartree at 10 bohr and $3.9\times10^{-11}$ at 20 bohr. The open layer has $2.4\times10^{-4}$ and $3.1\times10^{-5}$. The uncompensated charge at 10 bohr falls from $0.05Z$ to $5\times10^{-5}Z$.

Moving the walls apart brings the power law back at distances well below $L$. The lowest root of (9) satisfies $\kappa_0L/2<\pi/2$, so $\kappa_0<\pi/L$ tends to zero and the decay length grows without limit. With $L=200$ bohr the potential at 10 bohr is $2.448\times10^{-4}$ hartree, against $2.447\times10^{-4}$ for the open layer.

## The general statement

Thomas-Fermi theory treats the response as local. For electrons treated as waves, in linear response and with only the average electrostatic interaction between them (the random-phase approximation), the following holds at any density of the model layer:

$$V(r)=V_{TF}(r)+V_F(r),$$
$$V_{TF}\to\frac{Z}{q_s^2r^3},\qquad V_F\to-\frac{Zq_s}{(2k_F+q_s)^2}\,\frac{\sin 2k_Fr}{r^2}. \tag{11}$$

The limits hold as $r\to\infty$. The $r^{-3}$ law thus describes the Thomas-Fermi part. The full potential is dominated at large distance by the Friedel oscillation $V_F$, which falls more slowly. The first limit is already proved by (6); the split and the second limit remain.

### Proof, part one: the response at each wave number

Let the potential energy be $-V_qe^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate, and let $\varepsilon_k=k^2/2$. To first order a plane wave $\mathbf k$ acquires components at $\mathbf k\pm\mathbf q$ with amplitudes

$$\frac{V_q}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_k}\quad\text{and}\quad\frac{V_q^*}{\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_k}.$$

In the squared modulus, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ is $V_q$ times the sum of the two inverse energy differences. Both contribute equally when summed over the Fermi disc, as the replacement $\mathbf k\to-\mathbf k$ shows. With two spins,

$$\delta n_q=4V_q\,P\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{1}{\mathbf k\cdot\mathbf q+q^2/2}\equiv\frac{V_q}{\pi}\,g(q). \tag{12}$$

The principal value $P$ is justified because transitions between two occupied states cancel in pairs. Thomas-Fermi theory is the case $g=1$.

The angular integral has the form $P\int_0^{2\pi}d\theta/(a+b\cos\theta)$ with $a=q^2/2$ and $b=kq$. The substitution $w=\tan(\theta/2)$ turns it into

$$P\int_{-\infty}^{\infty}\frac{2\,dw}{(a+b)+(a-b)w^2}.$$

For $a>b$ this is $2\pi/\sqrt{a^2-b^2}$. For $a<b$ it is proportional to $P\int dw/(c^2-w^2)$ with $c^2=(b+a)/(b-a)$. The antiderivative $\frac1{2c}\ln\left|\frac{c+w}{c-w}\right|$ vanishes at both ends, so the integral is zero. Only states with $k<q/2$ contribute. With $m=\min(k_F,q/2)$,

$$g(q)=\frac1\pi\int_0^m\frac{2\pi k\,dk}{q\sqrt{q^2/4-k^2}}=\frac2q\left[\frac q2-\sqrt{\frac{q^2}{4}-m^2}\right].$$

Hence

$$g=1\ \ (q\le2k_F),\qquad g=1-\sqrt{1-(2k_F/q)^2}\ \ (q>2k_F). \tag{13}$$

The sheet charge $Z-\delta n_q$ produces the potential $2\pi/q$ times itself, which is (2) with $q_s=0$. Solving $V=(2\pi/q)(Z-q_sgV/2\pi)$ gives $V(q)=2\pi Z/(q+q_sg)$. Below $2k_F$ this coincides with (2). The whole difference from Thomas-Fermi theory is therefore

$$V_F(r)=Z\int_{2k_F}^\infty qJ_0(qr)\left[\frac1{q+q_sg}-\frac1{q+q_s}\right]dq. \tag{14}$$

This proves the split in (11).

### Proof, part two: the oscillating tail

At large $r$ the smooth parts of the integrand in (14) cancel by oscillation, and what survives comes from the square-root onset at $2k_F$. Put $q=2k_F+x$ and $A=2k_F+q_s$. Near the onset

$$1-g=\frac{\sqrt{x(4k_F+x)}}{q}\simeq\sqrt{\frac{x}{k_F}},$$

and the bracket in (14) is

$$\frac{q_s}{A^2}\sqrt{\frac x{k_F}}+\frac{q_s^2}{A^3}\,\frac x{k_F}+\dots$$

Two standard results are needed. For large argument $J_0(qr)\simeq\sqrt{2/\pi qr}\,\cos(qr-\pi/4)$. With a convergence factor that is removed at the end,

$$\int_0^\infty x^\nu e^{ixr}dx=\Gamma(\nu+1)\,r^{-\nu-1}e^{i\pi(\nu+1)/2}.$$

With $\nu=\tfrac12$ and $\Gamma(\tfrac32)=\sqrt\pi/2$, the leading term is

$$V_F\simeq Z\,\frac{2k_F}{\sqrt{\pi k_Fr}}\,\frac{q_s}{A^2\sqrt{k_F}}\,\frac{\sqrt\pi}{2\,r^{3/2}}\cos\left(2k_Fr-\frac\pi4+\frac{3\pi}4\right).$$

The factors of $k_F$ and $\pi$ cancel, and $\cos(2k_Fr+\pi/2)=-\sin2k_Fr$. This is the second limit in (11). The term with $\nu=1$ has $\Gamma(2)=1$ and phase factor $e^{i\pi}=-1$, and adds

$$-\frac{2Zq_s^2}{A^3\sqrt{\pi k_F}}\,\frac{\cos(2k_Fr-\pi/4)}{r^{5/2}}. \tag{15}$$

It is smaller than the leading term by a factor of order $r^{-1/2}$, so the limit is approached slowly.

The charge density oscillates with the same power. Its Fourier component is $qV(q)/2\pi$, and at the onset $q=2k_F$, so its leading oscillation is $k_F/\pi$ times that of the potential.

## Numbers for the full potential

Take $r_s=1$ bohr, where $\pi r_s^2$ is the area per electron. Then $k_F=\sqrt2/r_s=1.414$ per bohr and $A=4.828$. The table, in hartree per unit charge, comes from numerical integration of (5) and (14); the alternating tail of (14) was summed by averaging its partial sums.

| $r$ (bohr) | $V_{TF}$ | $V_F$ | $V$ |
|---|---|---|---|
| 1 | 0.119 | −0.069 | 0.050 |
| 2 | 0.0226 | 0.0195 | 0.0421 |
| 5 | 0.00185 | −0.00392 | −0.00207 |
| 10 | 2.45e−4 | 1.7e−5 | 2.61e−4 |
| 20 | 3.11e−5 | −1.00e−5 | 2.11e−5 |

At 5 bohr $2k_Fr=14.14$, which is close to $4.5\pi$, so the sine is nearly 1. The leading term is $-0.0858/25=-0.0034$, and it outweighs the positive Thomas-Fermi part. The potential first changes sign at 2.59 bohr, and does so 12 times between 0.5 and 15 bohr.

The small values of $V_F$ at 10 and 20 bohr do not mean that the oscillation has died out. There $2k_Fr$ is 28.28 and 56.57, almost $9\pi$ and $18\pi$, so the leading sine nearly vanishes and the later terms are no longer small beside it. The envelope at 10 bohr is $0.0858/100=8.6\times10^{-4}$, more than three times $V_{TF}$.

The two asymptotic amplitudes are equal when $q_s/(A^2r^2)=1/(q_s^2r^3)$, that is, at

$$r=\frac{A^2}{q_s^3}=\frac{(k_F+1)^2}{2}=2.9\ \text{bohr}.$$

The second form uses $q_s=2$. The estimate has meaning only where $2k_Fr\gg1$ at that distance (here $2k_Fr=8.2$), and in that range the crossover moves outward as the density rises: at $r_s=0.5$ bohr the formula gives 7.3 bohr and the potential first changes sign near 6.9 bohr. At low density it fails: for $r_s=5$ and 10 bohr it gives 0.82 and 0.65 bohr, where $2k_Fr$ is below 1, while the first sign change lies near 1.7 and 2.6 bohr.

The $r^{-2}$ law can be followed at points where $\sin2k_Fr=1$. Near 100, 1000 and 10 000 bohr, the integral (14) divided by the leading term is 1.028, 1.009 and 1.003. The correction (15) predicts an excess of $2q_s\cos(\pi/4)/(A\sqrt{\pi k_Fr})=0.278/\sqrt r$, with $r$ in bohr, or 0.028, 0.009 and 0.003.

## Two causes and their limits

The two tails have different origins. The $r^{-3}$ tail comes from the term linear in $q=|\mathbf q|$ in (2), which the open half-spaces produce. The $r^{-2}$ oscillation comes from the edge of the Fermi disc, through the upper limit $m$ in the integral for $g$.

The walls separate them. Between walls a Fourier component varies as $\cosh[q(L/2-|z|)]$, so the slope condition replaces $q$ by $q\tanh(qL/2)$ and

$$V(q)=\frac{2\pi Z}{q\tanh(qL/2)+q_sg}.$$

The part with $g=1$ now decays exponentially, as in (10). The square-root onset remains, and the oscillation keeps its $r^{-2}$ form with $A$ replaced by $2k_F\tanh(k_FL)+q_s$. Confining the field lines completely removes the first tail and leaves the second. Such walls are an idealization, equivalent to a surrounding medium of zero permittivity. If the permittivity outside the slab is a fraction $\eta$ of that inside, $q\tanh(qL/2)$ is replaced by $q\,[\tanh(qL/2)+\eta]/[1+\eta\tanh(qL/2)]$. This keeps a term $\eta q$ at small $q$, so a weaker tail $\eta Z/(q_s^2r^3)$ survives. For $L=2$ bohr and $\eta=0.1$ the Thomas-Fermi potential at 20 bohr is $3.3\times10^{-6}$ hartree, not $3.9\times10^{-11}$.

The amplitudes in (11) belong to the model stated: a weak charge in the plane, a layer of zero thickness, zero temperature, and no exchange or correlation in the response. A strong impurity is outside linear response. The sharp edge used in (13) also requires zero temperature, so the undamped oscillation should not be carried over unchanged to a warm layer.

All numerical values are calculated from the stated model.
